# Gamma anisotropy and best temperature range of a 60Co thermometer

## Problem

A few ${}^{60}$Co nuclei, of spin $I=5$, sit in a single crystal of hexagonal cobalt. The crystal is ferromagnetic, and the hyperfine field $B$ at each nucleus lies along $+c$ or $-c$, where $c$ is the hexagonal axis. At millikelvin temperatures the field orients the nuclei, and their gamma radiation becomes anisotropic.

The decay runs through levels of ${}^{60}$Ni with spins

$$5\;\xrightarrow{\ \beta\ }\;4\;\xrightarrow{\ \gamma_1\ }\;2\;\xrightarrow{\ \gamma_2\ }\;0 .$$

The beta decay is of the allowed Gamow-Teller type, so the electron and antineutrino together carry angular momentum 1. They are not observed. Both photons are pure electric quadrupole radiation. Let $W(\theta)$ be the intensity of one gamma line at angle $\theta$ to the $c$ axis, divided by its value for unoriented nuclei.

1. Find $W(0)$ and $W(90^\circ)$ as functions of temperature, for each line.
2. Show that a reading of $W(0)$ fixes a single temperature.
3. A small detector on the $c$ axis counts one line for a fixed time. Unoriented nuclei would give $N_0=100\,000$ counts in that time, and this number is known from a long warm run. At what temperature is the fractional error $\sigma_T/T$ smallest, and over what range is it at most twice the minimum?

Use a nuclear moment $\mu\approx3.8$ nuclear magnetons and $B\approx22$ T. Both are rough values.

Assume that the spin system is in thermal equilibrium with the crystal and that the intermediate levels decay before they can reorient. Neglect the electric quadrupole splitting, background counts, photon scattering and heating by the source.

## Hints

**Hint 1.** The field splits the nuclear level into equally spaced sublevels. Ask what happens to the answer when $m$ is replaced by $-m$.

**Hint 2.** In each step the spin falls by the full angular momentum carried away. Picture a spin $J$ as $2J$ spins one-half in a symmetric state, and let the radiation take some of them.

**Hint 3.** The angular pattern of a quadrupole photon is that of a classical oscillating quadrupole with the same symmetry about the axis.

**Hint 4.** For question 2, write $W(0)$ as a ratio of polynomials in the Boltzmann factor of neighbouring sublevels.

**Hint 5.** For question 3, a steep curve is not enough. The counting noise also depends on temperature.

## Solution

### Sublevel populations

Take $z$ along the field. The energy is $-\boldsymbol\mu\cdot\mathbf B$, and the moment operator is $\mu\mathbf I/I$, so

$$E_m=-\Delta\,m,\qquad \Delta=\frac{\mu B}{I},\qquad m=-5,\dots,5 .$$

With $x=\Delta/(k_BT)$, the populations are

$$p_m=\frac{e^{xm}}{\sum_{m'}e^{xm'}} .$$

A domain with the opposite field has $m$ replaced by $-m$. The intensities found below contain even powers of $m$ only, so both kinds of domain radiate alike. The crystal therefore needs no external magnet.

### How the cascade shares out angular momentum

Consider a decay from spin $J$ to spin $J-L$ in which the radiation carries angular momentum $L$. Nucleus and radiation together must still have total spin $J$ and projection $M$.

Represent $|J,M\rangle$ by $2J$ spins one-half. It is the equal superposition of all $\binom{2J}{J+M}$ arrangements with $J+M$ spins up. Divide the spins into a group of $2L$ and a group of $2J-2L$. Each group is symmetric, so the groups have spins $L$ and $J-L$. Collecting the arrangements in which the first group has projection $q$ gives

$$|J,M\rangle=\sum_q\left[\frac{\binom{2L}{L+q}\binom{2J-2L}{J-L+M-q}}{\binom{2J}{J+M}}\right]^{1/2}|L,q\rangle\,|J-L,M-q\rangle .$$

This is the state of spins $L$ and $J-L$ coupled to $J$, hence the state of radiation plus nucleus after the decay. The squared coefficient is the probability that $2L$ spins, drawn at random from the $2J$, include $L+q$ up spins.

Probabilities suffice here, for three reasons. The thermal state has no coherence between different $m$. The radiation emitted before the detected photon is not observed, and its states of different $q$ are orthogonal, so each intermediate level is also an incoherent mixture of its sublevels $M$. Finally, for a given $M$, different $q$ of the detected photon leave the nucleus in different, orthogonal states $M-q$. Contributions with different $q$ therefore do not interfere, even though the direction of that one photon is observed.

The cascade thus divides ten spins at random into groups of 2, 4 and 4, for the leptons, $\gamma_1$ and $\gamma_2$. Each group of four is a random draw from the original ten, of which $5+m$ are up and $5-m$ down. A photon of projection $q$ needs $2+q$ up and $2-q$ down spins. Since $\binom{10}{4}=210$,

$$h(q|m)=\frac{1}{210}\binom{5+m}{2+q}\binom{5-m}{2-q}.$$

This law holds for both photons. The two lines have the same anisotropy, as long as both are pure quadrupole radiation. The $2\to0$ photon must be. The $4\to2$ photon may carry a small magnetic octupole admixture, and an amplitude ratio of only 0.003 would shift the temperature read from that line by 0.2 to 0.4 % between 2 and 14 mK.

### Angular pattern of each photon

A quadrupole with tensor $Q$ radiates in direction $\mathbf n$ with power proportional to

$$|\mathbf n\times(Q\mathbf n)|^2=|Q\mathbf n|^2-|\mathbf n\cdot Q\mathbf n|^2 .$$

The patterns are symmetric about $z$, so take $\mathbf n=(s,0,c)$, where from here on $c=\cos\theta$ and $s=\sin\theta$. Define $\mathbf e=(1,i,0)$, for which $\mathbf n\cdot\mathbf e=s$ and $|\mathbf e|^2=2$.

For $q=2$ the quadrupole has the symmetry of $(x+iy)^2$, so $Q=\mathbf e\mathbf e^{T}$. Then $Q\mathbf n=s\,\mathbf e$ and $\mathbf n\cdot Q\mathbf n=s^2$. The power is

$$2s^2-s^4=(1-c^2)(1+c^2)=1-c^4 .$$

For $q=1$ the symmetry is that of $z(x+iy)$, so $Q=\mathbf e\hat{\mathbf z}^{T}+\hat{\mathbf z}\mathbf e^{T}$. Then $Q\mathbf n=c\,\mathbf e+s\,\hat{\mathbf z}$ and $\mathbf n\cdot Q\mathbf n=2sc$. The power is

$$2c^2+s^2-4s^2c^2=1+c^2-4c^2+4c^4=1-3c^2+4c^4 .$$

For $q=0$ the symmetry is that of $2z^2-x^2-y^2$, so $Q=\mathrm{diag}(-1,-1,2)$. Then $Q\mathbf n=(-s,0,2c)$ and $\mathbf n\cdot Q\mathbf n=3c^2-1$. The power is

$$s^2+4c^2-(3c^2-1)^2=1+3c^2-9c^4+6c^2-1=9(c^2-c^4).$$

Negative $q$ has the complex conjugate tensor and the same power.

Over the sphere, $c^2$ averages to $1/3$ and $c^4$ to $1/5$. The three powers average to $4/5$, $4/5$ and $6/5$. Dividing by these values gives patterns with mean 1:

$$F_{\pm2}=\tfrac54(1-c^4),\qquad F_{\pm1}=\tfrac54(1-3c^2+4c^4),\qquad F_0=\tfrac{15}{2}(c^2-c^4).$$

### The two intensities

A nucleus in sublevel $m$ radiates with intensity $g_\theta(m)=\sum_q h(q|m)F_q(\theta)$.

On the axis, $c=1$, only $F_{\pm1}=5/2$ survive. Write $u=5+m$ and $d=5-m$. Then

$$g_0(m)=\frac{5}{2}\cdot\frac{1}{210}\left[\binom u3 d+u\binom d3\right]
=\frac{1}{84}\cdot\frac{ud}{6}\big[(u-1)(u-2)+(d-1)(d-2)\big].$$

Here $ud=25-m^2$. The bracket is $(4+m)(3+m)+(4-m)(3-m)=24+2m^2$. Hence

$$g_0(m)=\frac{(25-m^2)(12+m^2)}{252},\qquad W(0)=\sum_m p_m\,g_0(m).$$

At right angles, $c=0$, the patterns are $F_0=0$ and $F_{\pm1}=F_{\pm2}=5/4$. The probabilities $h$ add up to 1, so $g_{90}(m)=\frac54[1-h(0|m)]$. With

$$h(0|m)=\frac{1}{210}\cdot\frac{u(u-1)}{2}\cdot\frac{d(d-1)}{2}=\frac{(25-m^2)(16-m^2)}{840},$$

the second result is

$$W(90^\circ)=\frac54\left[1-\sum_m p_m\frac{(25-m^2)(16-m^2)}{840}\right].$$

For $|m|=0,1,\dots,5$ the axial intensities $g_0$ are 1.19, 1.24, 1.33, 1.33, 1.00 and 0. The zero has a direct meaning. At $m=5$ all ten spins are up, so each photon has $q=2$, and such a photon cannot leave along the axis. A fully oriented source is dark on its axis.

### Hot and cold limits

For small $x$, expand the populations to second order. The unoriented mean of $m^2$ is 10, so

$$p_m\approx\frac1{11}\left[1+xm+\frac{x^2}{2}(m^2-10)\right].$$

The linear term drops out because $g$ is even in $m$. Let an overline denote the mean over the eleven sublevels with equal weights. Since $\overline{g}=1$,

$$W\approx1+\frac{x^2}{2}\left(\overline{m^2g}-10\right).$$

The sums of $m^2$, $m^4$ and $m^6$ over the sublevels are 110, 1958 and 41030. On the axis, $252\,m^2g_0=300m^2+13m^4-m^6$, and therefore

$$\overline{m^2g_0}=\frac{33000+25454-41030}{11\cdot252}=\frac{44}{7}.$$

At right angles, $m^2(25-m^2)(16-m^2)=400m^2-41m^4+m^6$ has mean $4752/11=432$, and

$$\overline{m^2g_{90}}=\frac54\left(10-\frac{432}{840}\right)=\frac{83}{7}.$$

The hot limits are therefore

$$W(0)\approx1-\frac{13}{7}x^2,\qquad W(90^\circ)\approx1+\frac{13}{14}x^2 .$$

In the cold limit, $m=5$ is dark on the axis, $m=4$ has relative population $e^{-x}$, and $g_0(4)=1$. So $W(0)\approx e^{-x}$.

At right angles both $m=5$ and $m=4$ give $5/4$. The first change comes from $m=3$, where $g_{90}=13/12$, and $W(90^\circ)\approx\frac54-\frac16e^{-2x}$. The axial position is the more sensitive one in the cold.

### One reading, one temperature

The values $g_0(m)$ rise and then fall with $|m|$, so the monotonic behaviour of $W(0)$ needs a proof. Let $z=e^{-x}$, which rises from 0 to 1 as $T$ rises from zero to infinity. Count sublevels from the lowest by $j=5-m$, and let $G_j=252\,g_0(5-j)$. Then

$$W(0)=\frac{N}{252D},\qquad N=\sum_{j=0}^{10}G_jz^j,\qquad D=\sum_{j=0}^{10}z^j .$$

The sign of $dW/dz$ is that of $N'D-ND'$. In this expression the coefficient of $z^{n-1}$ is

$$a_n=\sum_{i+j=n}(i-j)\,G_i,\qquad 0\le i,j\le10 .$$

Replacing $i$ by $10-i$ and $j$ by $10-j$ leaves $G_i$ unchanged, reverses the sign of $i-j$ and turns $n$ into $20-n$. So $a_{20-n}=-a_n$ and $a_{10}=0$. Also $a_{20}=0$, because its only term has $i=j=10$. What remains is

$$N'D-ND'=\sum_{n=1}^{9}a_n\left(z^{n-1}-z^{19-n}\right).$$

With $G_0,\dots,G_{10}=0,252,336,336,312,300,312,336,336,252,0$, the sums $a_1,\dots,a_9$ are

$$252,\;672,\;1092,\;1416,\;1680,\;2016,\;2520,\;3024,\;2772 .$$

For example, $a_3=-252+336+3\cdot336=1092$. All nine are positive. For $0<z<1$ each bracket is positive too, because $n-1<19-n$. Hence $W(0)$ rises strictly with temperature, which answers question 2.

### The temperature error

The count on the axis has mean $N_0W$, with $W=W(0)$, and Poisson standard deviation $\sqrt{N_0W}$. Dividing by the known $N_0$ gives $\sigma_W=\sqrt{W/N_0}$. For small errors $\sigma_T/T=\sigma_W/|dW/d\ln T|$, or

$$\frac{\sigma_T}{T}=\frac{1}{S\sqrt{N_0}},\qquad S=\frac{1}{\sqrt W}\left|\frac{dW}{d\ln T}\right| .$$

The derivative follows from the populations. Differentiating $p_m$ gives $dp_m/dx=p_m(m-\langle m\rangle)$, where $\langle\cdot\rangle$ is the thermal mean, and $dx/d\ln T=-x$. Therefore

$$\frac{dW}{d\ln T}=-x\big(\langle m\,g_0\rangle-\langle m\rangle\langle g_0\rangle\big).$$

In the hot limit $S\approx\frac{26}{7}x^2$, because the orientation fades. In the cold limit the slope is $xe^{-x}$ and the noise factor is $e^{-x/2}$, so $S\approx xe^{-x/2}$, because few photons arrive. $S$ vanishes at both ends and has its maximum between them. The cold form alone would peak at $x=2$, which suggests a best temperature near $\Delta/(2k_B)$.

### Numbers

The nuclear magneton divided by $k_B$ is 0.3658 mK/T, so

$$\frac{\Delta}{k_B}=\frac{3.8\times22\times0.3658}{5}\ \text{mK}=6.12\ \text{mK}.$$

Evaluating the sums over $m$ gives the following table, with $\varepsilon=1-W(0)/W(90^\circ)$ as a measure of anisotropy.

| $T$ (mK) | $W(0)$ | $W(90^\circ)$ | $\varepsilon$ | $\sigma_T/T$ (%) |
|---|---|---|---|---|
| 1 | 0.002 | 1.250 | 0.998 | 1.10 |
| 2 | 0.048 | 1.250 | 0.962 | 0.47 |
| 3 | 0.136 | 1.247 | 0.891 | 0.40 |
| 5 | 0.322 | 1.229 | 0.738 | 0.42 |
| 10 | 0.630 | 1.157 | 0.456 | 0.60 |
| 20 | 0.859 | 1.067 | 0.195 | 1.28 |
| 50 | 0.973 | 1.013 | 0.040 | 6.05 |

At 3 mK, for instance, $\varepsilon=1-0.136/1.247=0.891$. There $S=0.782$, and the error is $1/(0.782\sqrt{100\,000})=0.40\,\%$. The last column uses the small-error formula. At 50 mK the curve bends noticeably within one standard deviation, and the actual scatter is about $6.3\,\%$, with a bias of about $0.5\,\%$.

A numerical maximization of $S$ between 0.4 and 200 mK finds one maximum, $S=0.790$ at $x=1.75$. The best temperature is

$$T_{\rm best}=\frac{6.12\ \text{mK}}{1.75}\approx3.5\ \text{mK}=0.0035\ \text{K}.$$

The intensity there is $W(0)=0.18$, and the error is $0.40\,\%$ of $T$. Solving numerically for the points where $S$ is half its maximum gives the range asked for in question 3:

$$1.2\ \text{mK}\lesssim T\lesssim14\ \text{mK}.$$

At its ends, four times the counting time would restore the minimum error, since $\sigma_T/T$ falls as $1/\sqrt{N_0}$. The maximum is flat: the table shows nearly the same error at 3 and 5 mK.

These errors are statistical. $W$ depends on temperature through $\Delta/T$ alone, so a given fractional error in $\Delta$ produces the same fractional error in $T$. Rounding the inputs to two figures leaves up to $0.05/3.8\approx1.3\,\%$ uncertainty in $\mu$ and $0.5/22\approx2.3\,\%$ in $B$. That is more than the counting error of at most $0.8\,\%$ within the useful range, though less than the counting error at 50 mK. An accurate thermometer needs an accurate splitting, while in this model the shape of the curve and the best $x$ do not depend on it. The neglected quadrupole splitting breaks this scaling slightly. A term $Pm^2$ in the energy with $|P|/k_B=3\ \mu$K changes the lowest gap by $9P$. It shifts the inferred temperature by 0.3 to 0.5 % between 1.2 and 50 mK and the best $x$ by about 0.01. That is as large as the minimum counting error, so a thermometer at this level must include the term.

The neglected background matters most in the cold. Once it is comparable with $N_0W$, it adds noise without adding signal, and the lower end of the range moves up. The best temperature and the upper end move up as well, the latter because the range is measured against a larger minimum error.

## Variation 1: other meanings of "most sensitive"

**Question.** Where is $W(0)$ steepest as a function of $T$, and where as a function of $\ln T$?

**Solution.** The slopes are related by $dW/dT=(1/T)\,dW/d\ln T$. Numerical maximization over the same interval gives

- largest $dW/dT$: 0.097 per mK, at 3.3 mK;
- largest $dW/d\ln T$: 0.454, at 6.9 mK.

The first criterion suits the detection of a small absolute temperature change when the error of $W$ is constant. The second suits a fractional change under the same condition. Counting noise is not constant, since $\sigma_W\propto\sqrt W$.

This explains why the best temperature of question 3 lies below 6.9 mK. At the maximum of $dW/d\ln T$ that slope is stationary, while $1/\sqrt W$ falls with rising $T$. Their product $S$ is therefore already decreasing there. Since $S$ has a single maximum in the interval, that maximum lies at a lower temperature.

## Variation 2: a wide detector and a short warm run

**Question.** The detector now accepts a cone of half-angle $15^\circ$ about the axis, and the warm run lasts only as long as the cold one. The counting time is chosen so that unoriented nuclei still give $N_0=100\,000$ counts on average. How do the answers to question 3 change?

**Solution.** The patterns $F_q$ are linear in $c^2$ and $c^4$, so it is enough to average these powers over the cone. Equal solid angles are equal intervals of $c$. With $a=\cos15^\circ$,

$$\overline{c^2}=\frac{1}{1-a}\int_a^1c^2\,dc=\frac{1+a+a^2}{3}=0.9663,$$

$$\overline{c^4}=\frac{1+a+a^2+a^3+a^4}{5}=0.9341 .$$

Put these averages into $F_q$ and form $\sum_qh(q|m)F_q$ as before. The source is no longer dark at zero temperature, where each photon has $q=2$:

$$W_{\rm cone}(T\to0)=\tfrac54(1-0.9341)=0.082 .$$

The reading is now a ratio of two independent counts, with means $N_0W$ and $N_0$. To leading order their relative variances add:

$$\sigma_W^2=W^2\left(\frac{1}{N_0W}+\frac1{N_0}\right)=\frac{W(1+W)}{N_0}.$$

So $\sqrt W$ in the denominator of $S$ becomes $\sqrt{W(1+W)}$, with $W$ the cone-averaged intensity. Repeating the maximization gives $S=0.556$ at 4.0 mK, where $W=0.29$. The smallest error is $0.57\,\%$ of $T$, and it at most doubles between 1.8 and 14 mK.

The cold end suffers because the noise no longer vanishes with the signal. There $W$ tends to a constant, so $S$ falls as $xe^{-x}$ instead of $xe^{-x/2}$. The upper end hardly moves, but only because two shifts nearly cancel: the cone alone would raise it to about 16 mK, and the short warm run alone would lower it to about 11 mK. The range is defined relative to a larger minimum: the error at its ends is now about $1.1\,\%$ instead of $0.8\,\%$.

Numerical values quoted here were computed with a short program.
